\section*{Equivalent oxide thickness of a 20-nm high-permittivity gate insulator}

\section*{Problem}

A thin-film transistor has a gate insulator of thickness $d=20$ nm and dielectric constant $\kappa=20$. Its equivalent oxide thickness $t_{\rm eq}$ is the thickness of a silicon-dioxide layer, with reference dielectric constant $\kappa_{\rm ref}=3.9$, that has the same capacitance per area.

\begin{enumerate}
\item Derive the formula for $t_{\rm eq}$ from Gauss's law and evaluate it.
\item For 2.0 V across the insulator, find the stored charge per area. Compare the electric field with that in the equivalent oxide at the same voltage.
\item A layer 1.0 nm thick with dielectric constant 8.0 is added in series. Find the new equivalent thickness.
\item The electrons in the semiconductor form a layer of finite depth. Determine how this changes the effective equivalent thickness.
\item Decide whether equal capacitance implies equal tunnelling or equal breakdown voltage.
\end{enumerate}

For parts 1 and 2, take wide, flat plates, a uniform linear insulator without fixed charge, and all mobile charge at the insulator faces. The algebra is in atomic units, where $4\pi\varepsilon_0=1$ and the electron charge has magnitude 1. Device numbers are in engineering units.

\section*{Solution}

\subsection*{1. Equal capacitance}

Let the gate carry charge $+\sigma$ per area and the semiconductor $-\sigma$. Let $F$ be the field in the insulator, pointing from the gate to the semiconductor. Draw a flat closed surface with one face inside the gate metal, where the static field is zero, and the other inside the insulator. Gauss's law gives
\begin{equation}
\kappa F=4\pi\sigma .
\end{equation}
There is no charge inside the insulator, so $F$ is the same at every depth. The voltage is therefore
\begin{equation}
V=\int_0^d F\,dx=Fd=\frac{4\pi\sigma d}{\kappa},
\end{equation}
and the capacitance per area is
\begin{equation}
\frac{C}{A}=\frac{\sigma}{V}=\frac{\kappa}{4\pi d}.
\end{equation}
For the oxide, replace $\kappa$ by $\kappa_{\rm ref}$ and $d$ by $t_{\rm eq}$. Equal capacitance requires
\begin{equation}
\frac{\kappa_{\rm ref}}{4\pi t_{\rm eq}}=\frac{\kappa}{4\pi d}.
\end{equation}
Multiplying both sides by $4\pi t_{\rm eq}d/\kappa$ gives
\begin{equation}
t_{\rm eq}=d\,\frac{\kappa_{\rm ref}}{\kappa}.
\label{eq:eot}
\end{equation}
With the given values,
\begin{equation}
t_{\rm eq}=20\ {\rm nm}\times\frac{3.9}{20}=3.9\ {\rm nm}=39\ \text{\AA}.
\end{equation}
The digits of the answer repeat those of $\kappa_{\rm ref}$ because the thickness in nanometres happens to equal $\kappa$.

The direction of the ratio can be seen from two cases. If $\kappa=\kappa_{\rm ref}$, the two thicknesses must agree, and they do. If $\kappa>\kappa_{\rm ref}$, the insulator stores more charge per volt than an oxide of the same thickness, so the oxide must be thinner to match it. Inverting the ratio would give $20\times20/3.9=102.6$ nm. At fixed voltage, an oxide that thick would hold only $3.9/102.6=0.038$ of the required charge.

\subsection*{2. Equal charge, different fields}

In SI units the factor $1/(4\pi)$ in the capacitance becomes $\varepsilon_0$:
\begin{equation}
\frac{C}{A}=\frac{\varepsilon_0\kappa}{d}
=\frac{(8.854\times10^{-12}\ {\rm F/m})(20)}{20\times10^{-9}\ {\rm m}}
=0.885\ \mu{\rm F/cm^2}.
\end{equation}
At 2.0 V the charge is $0.885\times2.0=1.77\ \mu{\rm C/cm^2}$. Division by the elementary charge gives $1.1\times10^{13}$ electrons per cm$^2$.

Since 1 V/nm equals 10 MV/cm, the two fields are
\begin{align}
F&=\frac{2.0\ {\rm V}}{20\ {\rm nm}}=1.0\ {\rm MV/cm},\\
F_{\rm ref}&=\frac{2.0\ {\rm V}}{3.9\ {\rm nm}}=5.1\ {\rm MV/cm}.
\end{align}
Their ratio is $F_{\rm ref}/F=d/t_{\rm eq}=\kappa/\kappa_{\rm ref}$. The products $\kappa F$ are equal, as equal charge demands. The insulator with the larger dielectric constant needs a smaller field to hold that charge.

\subsection*{3. A layer in series}

Let layer $i$ have thickness $d_i$ and dielectric constant $\kappa_i$. If no charge sits at the boundaries between layers, Gauss's law gives the same $\kappa_iF_i=4\pi\sigma$ in each. The voltages add:
\begin{equation}
V=\sum_iF_id_i=4\pi\sigma\sum_i\frac{d_i}{\kappa_i}.
\end{equation}
The equivalent oxide has $V=4\pi\sigma t_{\rm eq}/\kappa_{\rm ref}$. Equating the voltages and cancelling $4\pi\sigma$ gives
\begin{equation}
t_{\rm eq}=\sum_i d_i\frac{\kappa_{\rm ref}}{\kappa_i}.
\end{equation}
Here
\begin{equation}
t_{\rm eq}=3.9\ {\rm nm}+1.0\ {\rm nm}\times\frac{3.9}{8.0}=4.39\ {\rm nm}.
\end{equation}
The added layer increases the physical thickness by 5\%, but the equivalent thickness by 12.5\%, because its dielectric constant is lower than that of the main layer.

\subsection*{4. The electron layer}

Electrons in the semiconductor do not all sit at the interface, and adding more of them raises their Fermi level. Let $N$ be the number of electrons per area. If no field leaves the back of the semiconductor film, $N=\sigma$. Let $\mu$ be the Fermi level measured from the conduction-band edge at the interface. The gate voltage $V_G$, measured from the grounded semiconductor, is the difference between the two Fermi levels:
\begin{equation}
V_G=V+\mu+\text{constant}.
\end{equation}
The constant is set by the gate work function and the electron affinity of the semiconductor, which do not depend on $N$. Since $V=4\pi dN/\kappa$,
\begin{equation}
\frac{dV_G}{dN}=\frac{4\pi d}{\kappa}+\frac{d\mu}{dN}.
\end{equation}
An oxide of thickness $t_{\rm total}$ with charge at its faces would give $dV_G/dN=4\pi t_{\rm total}/\kappa_{\rm ref}$. Equating the two expressions and multiplying by $\kappa_{\rm ref}/(4\pi)$ gives
\begin{equation}
t_{\rm total}=d\frac{\kappa_{\rm ref}}{\kappa}+\Delta t,\qquad
\Delta t=\frac{\kappa_{\rm ref}}{4\pi}\frac{d\mu}{dN}.
\end{equation}

To obtain $\mu(N)$, consider a semiconductor film 10 nm thick at 300 K, with dielectric constant $\kappa_s=10$ and effective mass $m_s=0.34$ electron masses. Let $z$ be the distance from the insulator. The electron levels $E_i$ and wavefunctions $\psi_i$ satisfy
\begin{equation}
-\frac{1}{2m_s}\psi_i''+U\psi_i=E_i\psi_i,\qquad
U'(z)=\frac{4\pi}{\kappa_s}N_{>}(z),
\end{equation}
with $\psi_i=0$ at both film surfaces and $U(0)=0$. Here $N_>(z)$ is the number of electrons per area beyond $z$. With $T$ the temperature and $k_B$ Boltzmann's constant, motion parallel to the film, including both spins, gives level $i$ the occupation
\begin{equation}
N_i=\frac{m_sk_BT}{\pi}\ln\!\left[1+e^{(\mu-E_i)/(k_BT)}\right],
\qquad \sum_iN_i=N .
\end{equation}
These equations were solved together on a grid by repeated updating of $U$. At the electron density of part 2, $\mu=0.40$ eV. This value includes the confinement energy of the lowest level, so it does not by itself show how degenerate the electrons are. The occupation formula uses Fermi-Dirac statistics and holds for any degree of degeneracy. Changing $N$ by 2\% in each direction gives the derivative, and from it $\Delta t=0.58$ nm. Thus
\begin{equation}
t_{\rm total}=3.90+0.58=4.48\ {\rm nm}.
\end{equation}
The differential capacitance is lower than that of the insulator alone by $0.58/4.48=13\%$.

The mean electron depth is 2.1 nm. Treating this depth as a dielectric layer in series would add $2.1\times3.9/10=0.8$ nm, which is more than 0.58 nm. That estimate puts all the charge at one fixed depth. In the model the charge is spread over a range of depths and shifts toward the interface as $N$ grows, and both effects lower the added thickness. The filling of the levels raises it, but by less than these two effects together. Starting from the unrounded 0.83 nm, the spread removes 0.26 nm, the shift removes 0.11 nm and the filling adds 0.12 nm.

This part also limits what a larger $\kappa$ can achieve. As $\kappa\to\infty$ at fixed $d$ and $N$, the insulator term vanishes but $\Delta t$ remains. In this model, at this electron density, the total equivalent thickness cannot fall below about 0.6 nm.

\subsection*{5. Tunnelling and breakdown}

Let an electron at the Fermi level meet a barrier of height $B$ at the semiconductor side, and let $m$ be its mass in the insulator. For a simple estimate, treat all its energy as available for crossing the barrier, although part of it belongs to motion parallel to the film. The voltage lowers the barrier linearly toward the gate. In the leading semiclassical approximation, the transmission varies as $e^{-S}$, with
\begin{equation}
S=2\int_0^{x_t}\sqrt{2m\left(B-\frac{Vx}{d}\right)}\,dx .
\end{equation}
The forbidden region ends at $x_t=d$ if $V\le B$, and at $x_t=Bd/V$ if $V>B$. Set $u=B-Vx/d$, so that $dx=-(d/V)\,du$. The lower limit becomes $u=B$ and the upper limit $u_t=\max(B-V,0)$. Reversing the limits removes the minus sign:
\begin{align}
S&=\frac{2d\sqrt{2m}}{V}\int_{u_t}^{B}u^{1/2}\,du\nonumber\\
&=\frac{4d\sqrt{2m}}{3V}\left[B^{3/2}-u_t^{3/2}\right].
\end{align}

Take rough band offsets of 2.0 eV for the insulator and 3.0 eV for the oxide, with tunnelling masses of 0.2 and 0.4 electron masses. Subtracting $\mu=0.40$ eV gives $B=1.60$ and 2.60 eV. For one electron mass, $\sqrt{2m}$ is $5.123\ {\rm nm^{-1}\,eV^{-1/2}}$ in these units. At $V=2.0$ V,
\begin{align}
S&=\frac{4(20)(5.123)\sqrt{0.2}}{3(2.0)}\,(1.60)^{3/2}=62,\\
S_{\rm ref}&=\frac{4(3.9)(5.123)\sqrt{0.4}}{3(2.0)}
\left[(2.60)^{3/2}-(0.60)^{3/2}\right]=31.
\end{align}
Equal capacitance therefore does not imply equal tunnelling. A 3.9-nm film with the insulator's own barrier and mass would have $S=12$, well below the oxide value. Its lower barrier and lighter mass are a disadvantage at equal thickness. At fixed $B$, $m$ and $V$, $S$ is proportional to thickness, and the factor $20/3.9$ raises 12 to 62. For these values, the greater physical thickness more than compensates for the weaker barrier. This depends on the rough parameters. At mass 0.2 the order reverses if the insulator offset falls below about 1.4 eV, and an offset of 1.5 eV with mass 0.1 gives $S=25$, below the oxide value. These exponents are not leakage currents: prefactors and conduction through defects are left out.

Breakdown also depends on the field. With rough breakdown fields of 4 MV/cm for the insulator and 10 MV/cm for the oxide, the limiting voltages are
\begin{equation}
0.4\ \frac{\rm V}{\rm nm}\times20\ {\rm nm}=8\ {\rm V},\qquad
1.0\ \frac{\rm V}{\rm nm}\times3.9\ {\rm nm}=3.9\ {\rm V}.
\end{equation}
For these values, the thicker film withstands more voltage although its breakdown field is lower.

\subsection*{Relation to a real device}

The parameters lie in the regime of a hafnium-oxide gate on amorphous indium-gallium-zinc oxide. They are rough typical values, not data for one device. The dielectric constant of a deposited film depends on its preparation. For the same 20 nm, $\kappa=18$ gives 4.33 nm and $\kappa=22$ gives 3.55 nm. A real device also breaks the assumption that all mobile charge lies at the interface, which adds about 0.6 nm in the model of part 4 at the density of part 2 (about 1.0 nm at a quarter of that density and 0.5 nm at twice it), and an unintended series layer like that of part 3 would add about 0.5 nm. The electron model assumes a parabolic band and leaves out disorder, trapped electrons and exchange-correlation effects. It also keeps the electrons entirely out of the insulator, whereas a finite barrier lets them enter slightly and sit closer to the gate. With the 2.0-eV offset and mass 0.2 of part 5, the finite barrier lowers $\Delta t$ from 0.58 to 0.50 nm and $\mu$ from 0.40 to 0.36 eV. Adding local-density exchange and correlation lowers $\Delta t$ further to about 0.46 nm. The correction is therefore an estimate of size. For plates 10 $\mu$m wide, the thickness-to-width ratio is 0.002, and edge fields raise the capacitance of such strips in a uniform medium by only about 0.6\%, which supports their neglect. The value 3.9 nm thus describes the ideal insulator, while the capacitance of the whole device can correspond to a thickness larger by ten percent or more.

All numerical values are calculated from the stated model.
